# Impact-Ionization Threshold Law in d Dimensions for Parabolic Bands

A fast electron in the conduction band of a semiconductor can spend its energy on lifting a valence electron across the gap. One electron then becomes two electrons and a hole. This problem asks how the rate of that process rises above its threshold when motion is possible in \(d=1\), 2 or 3 dimensions.

**Model.** The crystal is a periodic box of side \(L\) in each of the \(d\) directions. The gap \(E_g\) is direct. Both bands are isotropic and parabolic, with electron mass \(m_c\) and hole mass \(m_v\). Energies are measured from the conduction-band edge, so the initial electron, of wavevector \(\mathbf k_1\), has \(E=\hbar^2k_1^2/2m_c\). The final electrons have wavevectors \(\mathbf k_a,\mathbf k_e\) and the hole has \(\mathbf k_h\); the promoted electron came from the valence state \(-\mathbf k_h\). Conservation of crystal momentum, without Umklapp, reads

\[
\mathbf k_1=\mathbf k_a+\mathbf k_e+\mathbf k_h .
\]

The interaction is a spin-independent contact interaction, treated to lowest order. Its direct amplitude is \(g/L^d\), where the constant \(g\ne0\) (unit J m\(^d\)) includes the overlaps of the cell-periodic functions. Final states are empty, and no field acts during the collision.

## (a) Which spin states contribute, and what is the rate as an integral?

**Solution.** Let the initial electron have spin up. The two electrons taking part form an antisymmetric state before and after the collision:

\[
|i\rangle=\tfrac1{\sqrt2}\big(|1,v\rangle-|v,1\rangle\big),\qquad
|f\rangle=\tfrac1{\sqrt2}\big(|a,e\rangle-|e,a\rangle\big),
\]

where each label includes spin. The interaction \(V\) is symmetric under exchange of the particles, so the four terms of \(\langle f|V|i\rangle\) are equal in pairs:

\[
\langle f|V|i\rangle=\langle a,e|V|1,v\rangle-\langle e,a|V|1,v\rangle .
\]

If the valence electron also has spin up, both terms are allowed. For a contact interaction all four wavefunctions are taken at the same point, so the terms are equal and cancel. More generally, the equal-spin amplitude must change sign when \(\mathbf k_a\) and \(\mathbf k_e\) are exchanged, and a nonzero constant cannot do that.

If the valence electron has spin down, spin conservation leaves one term, \(g/L^d\). Let \(a\) be the final electron with spin up and \(e\) the one with spin down. Each pair \((\mathbf k_a,\mathbf k_e)\) is then a distinct state, and no factor 1/2 is needed.

Momentum conservation fixes \(\mathbf k_a\) once \(\mathbf k_e\) and \(\mathbf k_h\) are chosen. Fermi's golden rule gives

\[
R_d=\frac{2\pi}{\hbar}\sum_{\mathbf k_e,\mathbf k_h}\frac{g^2}{L^{2d}}\,\delta(E-E_f),
\]

\[
E_f=E_g+\frac{\hbar^2(k_a^2+k_e^2)}{2m_c}+\frac{\hbar^2k_h^2}{2m_v}.
\]

In a large box each sum becomes \((L/2\pi)^d\int d^dk\). The two factors \(L^d\) cancel \(L^{-2d}\), leaving a rate independent of box size:

\[
R_d=\frac{2\pi g^2}{\hbar}\int\frac{d^dk_e\,d^dk_h}{(2\pi)^{2d}}\,\delta(E-E_f). \tag{1}
\]

## (b) What is the lowest electron energy that permits ionization?

**Solution.** The total momentum is fixed, so its kinetic energy is unavailable for creating the pair. To separate it, first treat the two electrons. With \(\mathbf P=\mathbf k_a+\mathbf k_e\) and \(\mathbf q_1=(\mathbf k_a-\mathbf k_e)/2\), we have \(\mathbf k_{a,e}=\mathbf P/2\pm\mathbf q_1\), hence

\[
\frac{k_a^2+k_e^2}{2m_c}=\frac{P^2}{4m_c}+\frac{q_1^2}{m_c}
=\frac{P^2}{4m_c}+\frac{q_1^2}{2\mu_1},\qquad \mu_1=\frac{m_c}{2}.
\]

Next combine the pair, of mass \(2m_c\), with the hole. Let \(M=2m_c+m_v\) and write

\[
\mathbf k_h=\frac{m_v}{M}\mathbf k_1+\mathbf q_2,\qquad
\mathbf P=\mathbf k_1-\mathbf k_h=\frac{2m_c}{M}\mathbf k_1-\mathbf q_2 .
\]

In \(P^2/4m_c+k_h^2/2m_v\) the cross terms are \(-\mathbf k_1\cdot\mathbf q_2/M\) and \(+\mathbf k_1\cdot\mathbf q_2/M\), which cancel. The coefficient of \(k_1^2\) is

\[
\frac{m_c}{M^2}+\frac{m_v}{2M^2}=\frac{1}{2M},
\]

and that of \(q_2^2\) is

\[
\frac1{4m_c}+\frac1{2m_v}=\frac{M}{4m_cm_v}=\frac1{2\mu_2},\qquad \mu_2=\frac{2m_cm_v}{M}.
\]

Therefore

\[
E_f=E_g+\frac{\hbar^2k_1^2}{2M}+\frac{\hbar^2q_1^2}{2\mu_1}+\frac{\hbar^2q_2^2}{2\mu_2}. \tag{2}
\]

Since \(\hbar^2k_1^2/2M=(m_c/M)E\), the energy left for relative motion is

\[
\varepsilon=E\left(1-\frac{m_c}{M}\right)-E_g=\kappa E-E_g,\qquad
\kappa=\frac{m_c+m_v}{2m_c+m_v}.
\]

The last two terms of (2) cannot be negative, so the process requires \(\varepsilon\ge0\). The threshold is

\[
E_{th}=\frac{E_g}{\kappa}=E_g\,\frac{2m_c+m_v}{m_c+m_v},\qquad
\varepsilon=\kappa(E-E_{th}). \tag{3}
\]

At threshold \(\mathbf q_1=\mathbf q_2=0\): both electrons have \((m_c/M)\mathbf k_1\) and the hole has \((m_v/M)\mathbf k_1\). All three move with velocity \(\hbar\mathbf k_1/M\). A very heavy hole absorbs momentum at little cost in energy, and \(E_{th}\to E_g\). Equal masses give \(E_{th}=3E_g/2\), and a very light hole gives \(E_{th}\to2E_g\).

## (c) How does the rate depend on the excess energy?

**Solution.** Change variables in (1) from \((\mathbf k_e,\mathbf k_h)\) to \((\mathbf q_1,\mathbf q_2)\). At fixed \(\mathbf k_1\),

\[
\mathbf k_e=\tfrac12\mathbf P-\mathbf q_1=-\mathbf q_1-\tfrac12\mathbf q_2+\text{const},\qquad
\mathbf k_h=\mathbf q_2+\text{const}.
\]

For each Cartesian component the determinant is \((-1)(1)-(-\tfrac12)(0)=-1\), so the volume element is unchanged. Now set \(\mathbf x_i=\hbar\mathbf q_i/\sqrt{2\mu_i}\). This gives

\[
d^dq_1\,d^dq_2=\left(\frac{4\mu_1\mu_2}{\hbar^4}\right)^{d/2}d^{2d}x,
\]

and the energy condition becomes \(x_1^2+x_2^2=\varepsilon\), a sphere in \(2d\) dimensions.

The ball \(x^2\le\varepsilon\) has volume \(C\varepsilon^d\), because its radius is \(\sqrt\varepsilon\). A Gaussian integral fixes \(C\):

\[
\pi^d=\int e^{-x^2}d^{2d}x=\int_0^\infty e^{-\varepsilon}\,Cd\,\varepsilon^{d-1}d\varepsilon=C\,d!\, .
\]

So \(C=\pi^d/d!\). The delta function selects the derivative of the volume with respect to energy:

\[
\int d^{2d}x\,\delta(\varepsilon-x^2)=\frac{d}{d\varepsilon}\frac{\pi^d\varepsilon^d}{d!}
=\frac{\pi^d\varepsilon^{d-1}}{(d-1)!}.
\]

The constants in (1) combine as

\[
\frac{1}{(2\pi)^{2d}}\,\frac{2^d(\mu_1\mu_2)^{d/2}}{\hbar^{2d}}\,\pi^d
=\left[\frac{\sqrt{\mu_1\mu_2}}{2\pi\hbar^2}\right]^d .
\]

For \(\varepsilon>0\) the result is

\[
\boxed{R_d=\frac{2\pi g^2}{\hbar}
\left[\frac{\sqrt{\mu_1\mu_2}}{2\pi\hbar^2}\right]^d
\frac{[\kappa(E-E_{th})]^{d-1}}{(d-1)!}},\qquad
\mu_1\mu_2=\frac{m_c^2m_v}{2m_c+m_v}, \tag{4}
\]

and \(R_d=0\) for \(\varepsilon<0\). The bracket has unit J\(^{-1}\)m\(^{-2}\), so the full expression has unit s\(^{-1}\).

The exponent follows from a count. Three final particles have \(3d\) momentum components, and momentum conservation removes \(d\). Each of the remaining \(2d\) components contributes half a power of energy to the volume, and energy conservation removes one whole power: \(2d/2-1=d-1\). Within this model, (4) is a pure power at every energy above threshold, since (2) is quadratic without approximation.

## (d) What happens in one dimension, and if the amplitude vanishes at threshold?

**Solution.** In three dimensions the rate grows quadratically and in two dimensions linearly. In one dimension it does not grow: it jumps from zero to a constant. The allowed region is then an ellipse in the plane of two momenta. Its area is proportional to \(\varepsilon\), so equal energy intervals contain equal numbers of states.

A thin layer obeys the two-dimensional law as long as one set of subbands takes part. Each further set of final subbands that becomes accessible adds its own linear ramp, with its own threshold and coupling, provided that coupling is not zero.

Suppose instead that the amplitude vanishes linearly at threshold, as \((\mathbf c_1\cdot\mathbf x_1+\mathbf c_2\cdot\mathbf x_2)/L^d\) with real constant vectors \(\mathbf c_i\). On the sphere the \(2d\) components have equal mean squares \(\varepsilon/2d\), and products of different components average to zero. Thus \(g^2\) in (4) is replaced by

\[
\frac{\varepsilon}{2d}\,(c_1^2+c_2^2),
\]

and the rate grows as \((E-E_{th})^d\), one power faster.

Equal spins with an interaction of finite range give such a case. Take constant overlaps and let \(V(\mathbf q)\) be the Fourier transform of the interaction. With \(\mathbf Q=\mathbf k_1-\mathbf P/2\), the amplitude is proportional to

\[
V(\mathbf Q-\mathbf q_1)-V(\mathbf Q+\mathbf q_1)\simeq-2\,\mathbf q_1\cdot\nabla V(\mathbf Q).
\]

It is linear in \(\mathbf q_1\) if the gradient is nonzero at threshold. This channel is then weaker than the opposite-spin channel close to threshold.

Band symmetry can make the opposite-spin amplitude vanish at threshold too. Consider an s-like conduction band that acquires, to first order in wavevector, a p-like part directed along \(\mathbf k_e\). Let the heavy-hole orbital be perpendicular to \(\mathbf k_h\). At threshold \(\mathbf k_e\) and \(\mathbf k_h\) are parallel, so the overlap vanishes; it grows linearly with the transverse part of \(\mathbf k_e\). In that simple three-dimensional band model the leading exponent is 3, not 2. A constant nonzero amplitude is therefore a real assumption at a direct gap.

## (e) Does the exponent survive if the electron band is not parabolic?

**Solution.** At fixed \(\mathbf k_1\), let the final energy have a single minimum \(E_{min}(k_1)\) with positive curvature in all \(2d\) directions. Define \(\varepsilon(E)=E-E_{min}(k_1(E))\). Its zero is the new threshold \(E'_{th}\). If \(\varepsilon\) crosses zero with finite slope \(s>0\), then near it

\[
\varepsilon\simeq s(E-E'_{th}),\qquad
\text{allowed volume}\propto\varepsilon^d,\qquad
R_d\propto(E-E'_{th})^{d-1}.
\]

The exponent survives at leading order for a constant amplitude, while the threshold and prefactor change. Farther above threshold the higher terms in the final energy spoil the pure power.

Isotropy matters separately. With anisotropic masses the total-momentum energy generally depends on the direction of \(\mathbf k_1\) even at fixed \(E\). Electrons of one energy then have a range of thresholds, and a directional average smooths the onset.

## (f) Evaluate the threshold and rates for a wide-gap model.

Take \(E_g=3.4\) eV, \(m_c=0.2\) and \(m_v=1.0\) in units of the free-electron mass \(m_0\), and, in three dimensions, \(g=0.1\) eV nm³. Compare electrons at 5 and 6 eV.

**Solution.** Here \(M=1.4\,m_0\) and \(\kappa=1.2/1.4=0.857\), so

\[
E_{th}=\frac{3.4\ \text{eV}}{0.857}=3.97\ \text{eV}.
\]

Unrestricted numerical minimization over the final momenta gives the same threshold to the four decimals printed. Each final electron carries \((0.2/1.4)^2E_{th}=0.081\) eV, and the hole \((0.2\times1.0/1.4^2)E_{th}=0.405\) eV. These energies and the gap add up to the threshold energy.

At 5 eV, \(\varepsilon=0.857\times1.033=0.886\) eV. The mass factor is \(\sqrt{\mu_1\mu_2}=0.2\sqrt{1.0/1.4}\,m_0=0.169\,m_0\), which makes the bracket in (4) equal to 0.353 eV\(^{-1}\)nm\(^{-2}\). The phase-space factor is

\[
(0.353)^3\,\frac{(0.886)^2}{2}=0.0173\ \text{eV}^{-1}\text{nm}^{-6},
\]

and the rate is

\[
R_3=\frac{2\pi(0.1)^2(0.0173)\ \text{eV}}{\hbar}=1.6\times10^{12}\ \text{s}^{-1},
\]

or 1.6 events per picosecond. At 6 eV it is \(6.4\times10^{12}\) s\(^{-1}\).

The excess energy grows from 1.033 to 2.033 eV, a factor 1.968. With \(g\) held fixed in each dimension, the rate therefore grows by 1, 1.97 and \(1.968^2=3.87\) for \(d=1,2,3\). Counting final states directly in the original momenta, in an energy window 0.1 eV wide, gives 0.999, 1.96 and 3.89. The six counted phase-space factors differ from the formula by at most 0.9% of its value. When each state is weighted by \(|\mathbf k_a-\mathbf k_e|^2\), the exponents found between the two energies are 1.00, 2.00 and 3.01, as the linear-amplitude argument in (d) requires.

## (g) How far can these numbers be trusted in a power device?

**Solution.** The gap and electron mass are roughly those of a wide-gap nitride; the single hole mass is a coarse replacement for several anisotropic valence bands. The estimates below change one ingredient at a time, at 5 eV unless stated.

**Band shape.** Replace the electron dispersion by \(E(1+\alpha E)=\hbar^2k^2/2m_c\), with the two-band estimate \(\alpha=(1-m_c/m_0)^2/E_g=0.19\) eV\(^{-1}\). At a given energy the electron now has a larger wavevector, so more energy is tied up in total momentum. The threshold rises to 4.62 eV, and the rate falls tenfold to \(1.6\times10^{11}\) s\(^{-1}\). The exponent measured between 0.1 and 0.2 eV above the new threshold is 2.03, in accord with (e).

Even this correction is not a band calculation. The initial wavevector is now 7.1 nm\(^{-1}\), against an in-plane zone edge of about 11.3 nm\(^{-1}\) for a hexagonal lattice constant of roughly 0.32 nm. Along the hexagonal axis, where the period is roughly 0.52 nm, the edge is at only \(\pi/0.52\approx6.0\) nm\(^{-1}\), so for motion in that direction the wavevector lies beyond the first zone. In wurtzite this crossing is harmless in itself: without spin-orbit coupling the screw axis makes bands meet in pairs at that zone face, no gap opens, and the band continues to \(2\pi/0.52\approx12\) nm\(^{-1}\). In either direction the wavevector is thus more than half way to the end of the band. Real nitrides have satellite valleys and higher conduction bands at these energies, so the absolute rate of the model is no prediction for a device.

**Electric field.** During the collision the field changes the initial and final energies at different rates. For field and motion along one line, the initial electron's energy changes at a rate of magnitude \(eFv_1\). Near threshold the final particles share a velocity \(V\); two electrons and one hole have net charge \(-e\), so their rate is \(eFV\). The energy mismatch thus grows as \(eF(v_1-V)t\). Its accumulated phase is of order one after \(t\sim\sqrt{\hbar/[eF(v_1-V)]}\), which gives the spread in energy mismatch for a single final state,

\[
W\sim\frac{\hbar}{t}\sim\sqrt{\hbar eF(v_1-V)},\qquad
v_1-V=\hbar k_1\left(\frac1{m_c}-\frac1M\right).
\]

For a rough high field of 3 MV/cm this is 0.71 eV. It is not the blurring of the total rate. If the initial energy is taken at the middle of the collision, the linear drift contributes opposite mismatches before and after, and its phase cancels in the sum over final states. For parabolic bands and a constant amplitude, the scale that remains is

\[
\left(\frac{\hbar^2e^2F^2}{8m_r}\right)^{1/3}=0.17\ \text{eV},\qquad
\frac1{m_r}=\frac1{m_c}+\frac1{m_v}.
\]

In this model the field therefore rounds the onset near threshold but changes the three-dimensional rate between 4.9 and 5.1 eV by less than 0.3%. That small figure belongs to parabolic bands, where \(\varepsilon\) at 5 eV is about five times the field scale. With the nonparabolic band above, \(\varepsilon\) at 5 eV is only about 0.23 eV and the field scale about 0.2 eV. Then 5 eV lies inside the rounded onset, and a rough estimate puts the change at tens of percent. Within the time \(\hbar/0.17\ \text{eV}\approx4\) fs a parabolic-band electron centred on 5 eV also sweeps from about 3.5 to 6.8 eV, so the band shape over that whole range matters. A rough phonon scattering rate of \(10^{14}\) s\(^{-1}\) corresponds to a lifetime width of 0.066 eV.

**Interaction strength.** A Coulomb interaction with relative permittivity 5, no screening by free carriers and complete overlap would give 0.24 eV nm³ at threshold. The chosen \(g\) thus represents reduced overlap; complete overlap would multiply the rate by about \((0.237/0.1)^2=5.6\). The wavevector dependence of the Coulomb interaction lowers the opposite-spin rate to about 0.8 of the value obtained with its threshold amplitude. It also opens the equal-spin channel of part (d), which adds about 0.13 in the same units, so the net factor for complete overlap at 5 eV is about 5. These figures leave out the band-symmetry effect of part (d).

**Temperature and hole mass.** With a rough gap slope of −0.5 meV/K, heating by 150 K lowers the threshold to 3.88 eV and raises the rate by 18%. Doubling the hole mass, as a measure of sensitivity to anisotropy, lowers the threshold to 3.71 eV and multiplies the rate by 2.25. Both comparisons hold \(E\) and \(g\) fixed.

**Occupied final states.** At 300 K and \(10^{17}\) electrons per cm³, a final electron state at its threshold energy is about 0.2% occupied, so treating final states as empty is a small error there.

Of the changes tried here, those in the band shape and the amplitude alter the rate at 5 eV most. A device's ionization coefficient per unit length also needs the distribution of electron energies, which (4) does not supply. The remaining digits are in the numerical output.

## Table of computed values

```
Gap: 3.4 eV
Electron mass, hole mass: 0.2, 1.0 free-electron masses
Contact strength g: 0.1 eV nm^3
Threshold, formula: 3.9667 eV
Threshold, minimization: 3.9667 eV
Slope kappa: 0.8571 (no unit)
Initial wavenumber at threshold: 4.563 1/nm
Each final electron at threshold: 0.0810 eV
Final hole at threshold: 0.4048 eV
Relative energy eps at 5 eV: 0.8857 eV
Relative energy eps at 6 eV: 1.7429 eV
Excess E-E_th at 5 eV: 1.0333 eV
Excess E-E_th at 6 eV: 2.0333 eV
sqrt(mu1 mu2): 0.1690 free-electron masses
Bracket sqrt(mu1 mu2)/(2 pi hbar^2): 0.3530 1/(eV nm^2)
3D phase space at 5 eV: 0.01726 1/(eV nm^6)
3D rate at 5 eV: 1.648e+12 1/s
3D rate at 6 eV: 6.380e+12 1/s
d=1: rate ratio 6 eV to 5 eV, formula: 1.000 (no unit)
d=1: rate ratio 6 eV to 5 eV, counted: 0.999 (no unit)
d=1: counted exponent, constant amplitude: -0.002
d=1: counted exponent, linear amplitude: 0.997
d=2: rate ratio 6 eV to 5 eV, formula: 1.968 (no unit)
d=2: rate ratio 6 eV to 5 eV, counted: 1.961 (no unit)
d=2: counted exponent, constant amplitude: 0.995
d=2: counted exponent, linear amplitude: 2.004
d=3: rate ratio 6 eV to 5 eV, formula: 3.872 (no unit)
d=3: rate ratio 6 eV to 5 eV, counted: 3.893 (no unit)
d=3: counted exponent, constant amplitude: 2.008
d=3: counted exponent, linear amplitude: 3.008
Largest counting error: 0.87 percent
Largest ring-sum error: 0.18 percent
Nonparabolicity: 0.188 1/eV
Nonparabolic threshold: 4.623 eV
Nonparabolic exponent near threshold, 3D: 2.03
Nonparabolic 3D rate at 5 eV: 1.65e+11 1/s
Nonparabolic wavenumber at 5 eV: 7.14 1/nm
Lattice constant (rough): 0.32 nm
Hexagonal zone edge: 11.3 1/nm
Relative permittivity (rough): 5
Coulomb strength at threshold, unit overlap: 0.237 eV nm^3
Coulomb rate factor at 5 eV vs threshold amplitude: 0.78
Field (rough): 3 MV/cm
Field broadening at 5 eV: 0.71 eV
Phonon scattering rate (rough): 1e+14 1/s
Phonon lifetime broadening: 0.066 eV
Tunnelling exponent: 34.3; factor: 1.2e-15
Temperature: 300 K; electron density: 1e+17 1/cm^3
Occupation of final electron state: 1.9e-03
Gap slope (rough): -0.5 meV/K; heating: 150 K
Threshold after heating: 3.879 eV
Rate factor after heating at 5 eV: 1.18
Threshold for hole mass 2: 3.709 eV
Rate factor for hole mass 2 at 5 eV: 2.25
```
